# Two phonon groups in a slab: average suppressions, not mean free paths: a numerical check

```python
"""
Result under test: two phonon groups of equal bulk conductivity, with mean free
paths 100 and 10000 angstrom, retain about 48 percent of that conductivity across
a 1000 angstrom slab, by the gray interpolation S = 1/(1 + 4*path/(3*thickness))
applied to each group.

Symbols: path = mean free path; thickness = slab thickness; cv = heat capacity per
volume times speed; bulk conductivity = cv*path/3; S = effective/bulk conductivity.
Contacts are black. Temperature is an energy (k_B = 1), and hbar/eV is the time unit.
The numerical side solves the Boltzmann equation in integral form: the temperature is
constant in each cell and the energy balance holds in each cell.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
from scipy.special import expn
from scipy import constants as const


def interpolation(path, thickness):
    return 1 / (1 + 4 * path / (3 * thickness))


def solve_slab(paths, cvs, thickness, cells):
    """Groups share one scattering temperature; hot contact 1, cold contact 0.
    Returns slab-averaged S of each group and relative spread of total flux."""
    operators, sources = [], []
    for path, cv in zip(paths, cvs):
        edges = np.linspace(0, thickness / path, cells + 1)
        e3 = expn(3, np.abs(edges[:, None] - edges[None, :]))
        operators.append(0.5 * cv * np.diff(e3, axis=1))
        sources.append(0.5 * cv * e3[:, 0])
    total_operator, total_source = sum(operators), sum(sources)
    temperature = np.linalg.solve(np.diff(total_operator, axis=0),
                                  -np.diff(total_source))
    fluxes = [a @ temperature + b for a, b in zip(operators, sources)]
    total = sum(fluxes)
    spread = np.ptp(total) / np.mean(total)
    factors = []
    for flux, path, cv in zip(fluxes, paths, cvs):
        mean_flux = np.mean(0.5 * (flux[1:] + flux[:-1]))
        factors.append(mean_flux * thickness / (cv * path / 3))
    return np.array(factors), spread


# Symbolic derivation from the incoming half-range flux at each contact
mu, a, g, hot, cold = sp.symbols("mu a g hot cold", real=True)
lam, width, cv_sym = sp.symbols("lam width cv", positive=True)
theta_left = a - mu * lam * g
theta_right = a + g * width - mu * lam * g
solution = sp.solve(
    [sp.integrate(sp.expand(mu * theta_left), (mu, 0, 1)) - hot / 2,
     sp.integrate(sp.expand(mu * theta_right), (mu, -1, 0)) + cold / 2],
    [a, g], dict=True)[0]
flux_sym = cv_sym / 2 * sp.integrate(sp.expand(mu * theta_left), (mu, -1, 1))
flux_sym = flux_sym.subs(solution)
ratio_sym = flux_sym * width / (hot - cold) / (cv_sym * lam / 3)
assert sp.simplify(ratio_sym - 1 / (1 + 4 * lam / (3 * width))) == 0
jump_sym = hot - solution[a]
assert sp.simplify(jump_sym - 2 * flux_sym / cv_sym) == 0

# Model parameters: angstrom, eV, and eV/(hbar angstrom)
thickness = 1000
paths = np.array([100, 10000])
bulk = np.array([0.1, 0.1])
delta_t = 0.001
cvs = 3 * bulk / paths

# Interpolated result
factors = interpolation(paths, thickness)
effective = bulk * factors
retained = effective.sum() / bulk.sum()
fluxes = effective * delta_t / thickness
exact_factors = [1 / (1 + Fraction(4 * int(p), 3 * thickness)) for p in paths]
exact_retained = sum(exact_factors) / 2
mean_path = np.sum(bulk * paths) / bulk.sum()
mean_path_retained = interpolation(mean_path, thickness)

# Numerical transport, groups independent
separate, coarse = [], []
for path, cv in zip(paths, cvs):
    fine_value, spread = solve_slab([path], [cv], thickness, 600)
    assert abs(spread) < 1e-7
    separate.append(fine_value[0])
    coarse.append(solve_slab([path], [cv], thickness, 300)[0][0])
separate, coarse = np.array(separate), np.array(coarse)
# Piecewise-constant cells leave an error of order (cell width/path)**2
assert np.max(np.abs(coarse / separate - 1)) < 1e-3
separate_retained = np.sum(bulk * separate) / bulk.sum()

# Numerical transport, common scattering temperature
common, common_spread = solve_slab(paths, cvs, thickness, 600)
assert abs(common_spread) < 1e-7
common_retained = np.sum(bulk * common) / bulk.sum()

# Limits of the numerical transport solution
ballistic = solve_slab([1000.0], [1.0], 1.0, 300)[0][0]
ballistic_ratio = ballistic / (3 / (4 * 1000.0))
assert abs(ballistic_ratio - 1) < 3e-3
diffusive = solve_slab([0.02], [1.0], 1.0, 600)[0][0]
assert abs(diffusive - interpolation(0.02, 1.0)) < 5e-3
assert 0.95 < diffusive < 1

# Interpolation error over two decades of path/thickness
knudsen = np.logspace(-1, 1, 9)
errors = np.array([interpolation(kn, 1.0)
                   / solve_slab([kn], [1.0], 1.0, 300)[0][0] - 1
                   for kn in knudsen])
assert np.all(errors > 0) and np.max(errors) < 0.04
worst = int(np.argmax(errors))

# Final claim against both transport solutions
assert abs(retained - separate_retained) < 0.01
assert abs(retained - common_retained) < 0.01
assert round(100 * retained) == 48
assert mean_path_retained < 0.5 * separate_retained

to_si = const.k * (const.e / const.hbar) / const.angstrom

print(f"slab thickness: {thickness} angstrom")
print(f"contact temperature difference: {delta_t:.3f} eV")
for i, name in enumerate(["short-path group", "long-path group"]):
    print(f"{name}: mean free path: {paths[i]} angstrom")
    print(f"{name}: bulk conductivity: {bulk[i]:.3f} eV/(hbar angstrom)")
    print(f"{name}: cv: {cvs[i]:.3e} eV/(hbar angstrom^2)")
    print(f"{name}: path/thickness: {paths[i] / thickness:.1f} (no unit)")
    print(f"{name}: interpolated S: {exact_factors[i]} = {factors[i]:.5f} (no unit)")
    print(f"{name}: contact share of resistance: {100 * (1 - factors[i]):.2f} percent")
    print(f"{name}: effective conductivity: {effective[i]:.5f} eV/(hbar angstrom)")
    print(f"{name}: heat flux: {fluxes[i]:.4e} eV^2/(hbar angstrom^2)")
    print(f"{name}: share of heat flux: {100 * fluxes[i] / fluxes.sum():.2f} percent")
    print(f"{name}: numerical S, independent groups: {separate[i]:.4f} (no unit)")
    print(f"{name}: numerical S, common temperature: {common[i]:.4f} (no unit)")
print(f"total bulk conductivity: {bulk.sum():.3f} eV/(hbar angstrom)")
print(f"total effective conductivity: {effective.sum():.5f} eV/(hbar angstrom)")
print(f"total effective conductivity, converted: {effective.sum() * to_si:.2f} W/(m K)")
print(f"total heat flux: {fluxes.sum():.4e} eV^2/(hbar angstrom^2)")
print(f"retained fraction, interpolation: {exact_retained} = {100 * retained:.2f} percent")
print(f"retained, numerical, independent groups: {100 * separate_retained:.2f} percent")
print(f"retained, numerical, common temperature: {100 * common_retained:.2f} percent")
print(f"conductivity-weighted mean path: {mean_path:.0f} angstrom")
print(f"retained if mean path is used in S: {100 * mean_path_retained:.2f} percent")
print(f"numerical S / ballistic limit at path/thickness 1000: {ballistic_ratio:.4f} (no unit)")
print(f"numerical S at path/thickness 0.02: {diffusive:.3f} (no unit)")
print(f"largest interpolation excess in scan: {100 * errors[worst]:.1f} percent")
print(f"path/thickness at largest excess: {knudsen[worst]:.2f} (no unit)")
print(f"scan range of path/thickness: {knudsen[0]:.1f} to {knudsen[-1]:.1f} (no unit)")
print("verified")
```

Output:

```
slab thickness: 1000 angstrom
contact temperature difference: 0.001 eV
short-path group: mean free path: 100 angstrom
short-path group: bulk conductivity: 0.100 eV/(hbar angstrom)
short-path group: cv: 3.000e-03 eV/(hbar angstrom^2)
short-path group: path/thickness: 0.1 (no unit)
short-path group: interpolated S: 15/17 = 0.88235 (no unit)
short-path group: contact share of resistance: 11.76 percent
short-path group: effective conductivity: 0.08824 eV/(hbar angstrom)
short-path group: heat flux: 8.8235e-08 eV^2/(hbar angstrom^2)
short-path group: share of heat flux: 92.67 percent
short-path group: numerical S, independent groups: 0.8756 (no unit)
short-path group: numerical S, common temperature: 0.8754 (no unit)
long-path group: mean free path: 10000 angstrom
long-path group: bulk conductivity: 0.100 eV/(hbar angstrom)
long-path group: cv: 3.000e-05 eV/(hbar angstrom^2)
long-path group: path/thickness: 10.0 (no unit)
long-path group: interpolated S: 3/43 = 0.06977 (no unit)
long-path group: contact share of resistance: 93.02 percent
long-path group: effective conductivity: 0.00698 eV/(hbar angstrom)
long-path group: heat flux: 6.9767e-09 eV^2/(hbar angstrom^2)
long-path group: share of heat flux: 7.33 percent
long-path group: numerical S, independent groups: 0.0687 (no unit)
long-path group: numerical S, common temperature: 0.0702 (no unit)
total bulk conductivity: 0.200 eV/(hbar angstrom)
total effective conductivity: 0.09521 eV/(hbar angstrom)
total effective conductivity, converted: 19.97 W/(m K)
total heat flux: 9.5212e-08 eV^2/(hbar angstrom^2)
retained fraction, interpolation: 348/731 = 47.61 percent
retained, numerical, independent groups: 47.22 percent
retained, numerical, common temperature: 47.28 percent
conductivity-weighted mean path: 5050 angstrom
retained if mean path is used in S: 12.93 percent
numerical S / ballistic limit at path/thickness 1000: 0.9990 (no unit)
numerical S at path/thickness 0.02: 0.974 (no unit)
largest interpolation excess in scan: 3.3 percent
path/thickness at largest excess: 1.78 (no unit)
scan range of path/thickness: 0.1 to 10.0 (no unit)
verified
```
